Slater's half-core-hole approximation from Janak's theorem and from linear response, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the eigenvalue integrated along the removal

**A model with one spring**

Take a system from which a charge q is removed, with q running from 0 to 1. Let everything else in it be described by a single coordinate y, which can respond to the removal. Near the starting state let its energy be

G(q,y) = Aq + ½Sq² − gqy + ½ky², with k > 0.

The term Aq is the cost of removal at the initial rate. The term ½Sq² makes removal harder as it proceeds. The coupling −gqy says that the removed charge pulls on y, and ½ky² is the stiffness that resists the pull. For each q the coordinate settles where the energy is least:

∂G/∂y = −gq + ky = 0, so y(q) = gq/k.

Insert this in G. The coupling term gives −g²q²/k and the stiffness term gives +½g²q²/k, so

E(q) = Aq + ½(S − g²/k)q².

The cost of removing the whole unit of charge is

I = E(1) − E(0) = A + ½(S − g²/k).

Now consider the rate of removal at fixed y:

∂G/∂q = A + Sq − gy.

With y at its settled value this is A + (S − g²/k)q. At q = 0 it equals A and misses the whole second term of I. At q = 1 it contains that term twice over. At q = ½ it equals I.

The part due to relaxation shows why. Full removal gains a relaxation energy ½g²/k. The coupling lowers the rate of removal by gy. If y had moved all the way to g/k, the reduction would be g²/k, twice the energy gained, because half of the work done by the pull is stored in the spring. At half removal y has moved half the way, and the reduction is ½g²/k, which is the relaxation energy of the complete process. This is the content of Slater's half-core-hole approximation. What remains is to find the corresponding quantities for an atom, and to find the error when the energy is not quadratic.

**The energy at fractional occupation**

Consider a Kohn-Sham system with orthonormal orbitals φ_j and occupations n_j between 0 and 1. Each orbital has a definite spin. In atomic units the energy is

E = Σ_j n_j⟨φ_j|t|φ_j⟩ + ∫v_nuc ρ dr + ½∬ρ(r)ρ(r′)/|r − r′| dr dr′ + E_xc[ρ↑,ρ↓],

where t is the kinetic-energy operator, v_nuc is the attraction of the nuclei, ρ = ρ↑ + ρ↓, and each spin density is the sum of n_j|φ_j|² over the orbitals of that spin. The exchange-correlation functional E_xc is some chosen approximation, assumed differentiable.

One core orbital i has occupation n, which will run from 1 to 0. All other occupations are held fixed. For each n the orbitals are those that make E stationary, and E(n) denotes the resulting energy. The removal energy is

I = E(0) − E(1).

It is positive for a bound electron. It is the difference of two self-consistent total energies, called the ΔSCF energy. The state with n = 0 is not the ground state of the ion, because a core level is empty while higher levels are filled. Ground-state density functional theory does not guarantee its energy. In what follows the target is therefore I as the chosen functional gives it, and the question is how well a single eigenvalue reproduces it.

**The stationary orbitals**

Let h be the one-electron operator containing t, v_nuc, the Hartree potential and the exchange-correlation potential of the spin concerned. It is obtained by differentiating E with respect to an orbital:

δE = Σ_j n_j(⟨δφ_j|h|φ_j⟩ + ⟨φ_j|h|δφ_j⟩).

The orbitals must stay orthonormal. With Lagrange multipliers λ_kj forming a Hermitian matrix, stationarity requires

n_j h φ_j = Σ_k λ_kj φ_k.

Project on φ_k, and write h_kj = ⟨φ_k|h|φ_j⟩. Then n_j h_kj = λ_kj. Exchanging the labels gives n_k h_jk = λ_jk, whose complex conjugate is n_k h_kj = λ_kj, since both matrices are Hermitian. Subtracting the two results,

(n_j − n_k)h_kj = 0.

Orbitals of different occupation are therefore not coupled by h. Orbitals of equal occupation can be rotated among themselves without changing the density, and this freedom is used to make h diagonal among them too. Hence

h φ_j = ε_j φ_j

holds for fractional and for core-hole occupations, provided the stationary solution exists. An orbital with zero occupation is defined by the same equation, as the limit of small occupation.

**Janak's theorem**

Change n by a small amount. The energy changes for two reasons: the occupation appears explicitly in E, and the orbitals readjust.

For the explicit part, hold all orbitals fixed. The kinetic term changes by ⟨φ_i|t|φ_i⟩dn, and the density of the spin of i changes by |φ_i|²dn. The last three terms of E then change by the integral of their potentials over this density. The factor ½ in the Hartree term disappears because the density occurs there twice. Together these pieces are

(∂E/∂n) at fixed orbitals = ⟨φ_i|h|φ_i⟩ = ε_i.

For the readjustment, use the formula for δE and the eigenvalue equation:

Σ_j n_j(⟨dφ_j/dn|h|φ_j⟩ + ⟨φ_j|h|dφ_j/dn⟩) = Σ_j n_jε_j d⟨φ_j|φ_j⟩/dn = 0.

It vanishes because every norm remains equal to 1. The orbitals do change, but to first order their change costs nothing. What is left is Janak's theorem,

dE/dn = ε_i(n).

The subscript is dropped below. The eigenvalue must be that of the self-consistent solution at occupation n. Keeping the initial orbitals while n changes would lose the response of the potential that ε(n) contains.

A spherical atom needs one extension. Let a shell have g sublevels of one spin, and let its total occupation f be spread evenly, f/g in each. The density and h are then spherical and the sublevels share one eigenvalue. Changing f by df changes each occupation by df/g, and the sum over sublevels is

dE = g·ε·df/g = ε df.

The theorem thus holds for the occupation of the shell. When one electron leaves a full shell, n counts the last electron: f = g − 1 + n.

**From slope to removal energy**

If the stationary solution follows one continuous branch between n = 1 and n = 0, integration of the theorem gives

I = E(0) − E(1) = −∫₀¹ ε(n)dn.

The removal energy is the average of −ε over the removal. No assumption of small relaxation has been made.

Using the eigenvalue of the full level amounts to replacing the average by an end value. To see the error, put n = 1 − q and expand:

ε(1 − q) = ε(1) − qε′(1) + ½q²ε″(1) − …

Since the averages of q and q² over the interval are ½ and ⅓,

I = −ε(1) + ½ε′(1) − ε″(1)/6 + …

The first correction contains ε′ = E″, the quadratic part of the energy.

Expand instead about the midpoint, with x = n − ½ running from −½ to ½:

ε(½ + x) = ε(½) + xε′(½) + ½x²ε″(½) + x³ε‴(½)/6 + x⁴ε⁗(½)/24 + …

The terms in x and x³ integrate to zero because the interval is symmetric. The others need

∫x²dx = 2(½)³/3 = 1/12 and ∫x⁴dx = 2(½)⁵/5 = 1/80.

Multiplying by ½ and by 1/24 respectively gives the result:

I = −ε(½) − ε″(½)/24 − ε⁗(½)/1920 − …

Slater's approximation is I ≈ −ε(½). The term ε′, which caused the leading error at the full level, is absent. If E is quadratic in n, then ε is linear, all higher derivatives vanish, and the midpoint value is exact for the functional. If E has a cubic part, ε″ survives and the midpoint value has an error.

The size of the error can be bounded without a series. If ε″ is continuous, Taylor's formula gives ε(½ + x) = ε(½) + xε′(½) + ½x²ε″(ξ), with ξ somewhere between ½ and ½ + x. Integration gives

|I + ε(½)| ≤ max|ε″|/24,

where the maximum is taken over 0 ≤ n ≤ 1.

**The integral in a gallium atom**

The example is a free Ga atom in the local spin-density approximation, with Slater exchange and VWN correlation, without relativity and with spherical shells. The electron is taken from the minority spin, which is the spin opposite to that of the single 4p electron. All other occupations are held fixed. The potential vanishes far from the atom, so energies refer to an electron at rest at a large distance.

For the 3d shell, −ε is 19.935 eV at n = 1, 28.109 eV at n = ½ and 37.226 eV at n = 0. The difference of total energies is

I = 28.266 eV.

The full-level estimate is in error by 19.935 − 28.266 = −8.331 eV, and the half-hole estimate by 28.109 − 28.266 = −0.156 eV when unrounded values are used. Both errors are relative to I of the same functional. The 3d and 2p energies quoted here are converged with respect to the basis to about 0.001 eV.

Two tests bear on the chain of reasoning. Total energies at n = 0.51 and n = 0.49 give a slope dE/dn of −28.1095 eV, in agreement with the midpoint eigenvalue. The integral of −ε, evaluated by Gauss quadrature with four occupations, is 28.266 eV, in agreement with the difference of total energies.

The midpoint error can also be estimated from the three eigenvalues. Setting x = ½ and x = −½ in the expansion and adding,

ε(1) − 2ε(½) + ε(0) = ¼ε″(½) + higher terms.

The left side is −19.935 + 56.218 − 37.226 = −0.943 eV. The error −ε(½) − I has the leading part ε″/24, which is one sixth of this, or −0.157 eV. The actual error is −0.156 eV. A closer evaluation of the derivative gives ε″(½) = −3.713 eV. With the fourth-derivative term included, the predicted error is −0.1561 eV, equal to the computed one to the digits shown.

Averaging the two end values is a different way of removing the linear term. It gives ½(19.935 + 37.226) = 28.581 eV, an error of +0.315 eV. This has the opposite sign and about twice the size of the midpoint error, as the expansion requires. At the ends the quadratic term of −ε is −ε″/8, and its average is −ε″/24, so the leading error is −ε″/8 + ε″/24 = −ε″/12.

For the 2p shell, with I = 1122.151 eV, the full-level error is −31.228 eV and the half-hole error is −0.187 eV. The full-level error is almost four times that of the 3d level, yet the midpoint error is only slightly larger, since it depends on the curvature of ε and not on its slope.

**When the eigenvalue is not nearly linear**

The 1s level behaves differently. Its values of −ε are 10072.742 eV, 10229.967 eV and 10352.813 eV at n = 1, ½ and 0, while I = 10224.947 eV. These four numbers all rise by about 0.04 eV at the basis-set limit, and their differences are unaffected. The full-level error is −152.205 eV and the half-hole error is +5.020 eV. The midpoint still removes most of the error, but 5 eV is large on the scale of a spectrum. The three-point estimate gives

(−10072.742 + 20459.934 − 10352.813)/6 = +5.730 eV,

which differs from the actual error by 0.71 eV. Derivatives beyond the second are therefore not negligible here.

A possible reason lies in the exchange functional. In the 1s case the minority-spin orbital is emptied completely, whereas a 3d or 2p hole removes one electron of several from its shell. For an isolated spin orbital of fixed shape, local exchange energy varies as −n^(4/3), so its contribution to −ε varies as +n^(1/3). The average of n^(1/3) from 0 to 1 is ¾, and its midpoint value is 0.794. The midpoint is too high, which agrees with the sign found. In the atom the density of the other electrons softens this dependence, and its contribution was not computed separately. The explanation remains a conjecture.

A break in the branch is a more severe failure. Suppose the energies of two solutions cross at an occupation n_c < ½ and the calculation passes from one to the other there. E is then continuous, but its slope jumps: let ε equal ε_a below n_c and ε_a + Δ above it. Because E is continuous, −I is still the average of ε, which is ε_a + (1 − n_c)Δ, but the midpoint gives ε_a + Δ. The difference n_cΔ may approach Δ/2, and no expansion about the midpoint reveals it. A calculation at half occupation should therefore be accompanied by a look at the character of the level at other occupations.

## Second derivation: frozen orbitals and their response

**What is carried over**

The core orbital i has occupation n = 1 − q, where q is the removed charge, and all other occupations are fixed. E is the Kohn-Sham energy with stationary orbitals, ε is the eigenvalue of the core level, and h is the one-electron operator. Arguments of E and ε continue to be occupations, so ε(1) belongs to the full level and ε(½) to the half hole. The removal energy is I = E(0) − E(1). The first derivation integrated Janak's theorem and found I = −ε(½) − ε″(½)/24 − …. For the 3d level of Ga it gave I = 28.266 eV and −ε(½) = 28.109 eV.

The second derivation does not integrate a slope. It calculates two quantities from the response of the full atom: the total energy to second order in the hole, and the core eigenvalue to first order. The half-hole result appears when the two are compared.

**Coordinates for the orbitals**

Let a set of real parameters y_α rotate the orbitals while keeping them orthonormal, with y = 0 at the stationary solution for the full level. Let G(q,y) be the energy with removed charge q and orbitals y. For a given q, the physical energy is G at its stationary point in y. This is the spring model again, with many coordinates in place of one.

A compact notation for interactions is needed. When the spin densities change by B, the Hartree and exchange-correlation potentials change linearly, to first order. Denote by (A|B) the integral of that potential change over another density A, summed over spin. It is built from the second functional derivative of the Hartree and exchange-correlation energies, so (A|B) = (B|A).

Write ρ_i = |φ_i|² for the density of the core orbital, and ρ_α = ∂ρ/∂y_α for the density change produced by a rotation. Both are taken at q = 0 and y = 0.

The first derivation has shown that I is the average of −ε over the removal, and that the midpoint value −ε(½) differs from it by ε″(½)/24 in leading order. The coordinates and notation for the second derivation are now in place; what remains is to calculate the total energy and the core eigenvalue from the response of the full atom and to compare them.
